# Random threshold-switching times from the integrated hazard, checked on a ramp

Suppose a circuit simulation advances a threshold switch in steps of 20 ns while the voltage rises at 1 V/µs. If the switching rate is frozen at its value at the start of each step, the simulated device switches late: for the device below, the mean threshold comes out 9.6 mV too high, about a fifth of its random spread, even when the switching time is resolved within the step. If switching is registered only at the end of a step, the error can be about 20 mV. The voltage changes by only 20 mV per step, but the rate depends on it exponentially. A single fixed threshold, even one set at the correct mean, removes the spread altogether. What is needed is a way to draw a switching time that has the right probability law for the whole waveform.

## The device and its hazard

The device starts in its off state at \(t=0\). If it is still off at time \(t\), it switches during the next short interval \(dt\) with probability \(\lambda\,dt\). The rate \(\lambda\) is called the hazard. We take one thermally activated event whose barrier falls linearly with voltage:

\[
\lambda(V)=\nu\exp\!\left[-\frac{W_0-p|V|}{k_BT}\right]=\lambda_0\,e^{|V|/V_s},\qquad V_s=\frac{k_BT}{p}.
\]

Here \(\lambda_0=\lambda(0)\), energies are in eV, and \(p\) is the barrier lowering in eV per volt, so \(V_s\) is in volts. The modulus makes the device respond equally to both polarities. The hazard depends on the present voltage alone: there is no memory of earlier heating or of earlier switching, and the device recovers fully before each trial.

The example uses \(\nu=10^{13}\ \mathrm{s^{-1}}\), \(W_0=1.30\) eV, \(p=0.65\) eV/V and \(T=300\) K. Then \(k_BT=25.85\) meV and \(V_s=39.77\) mV: each extra 40 mV multiplies the rate by \(e\). At zero voltage \(\lambda_0=1.449\times10^{-9}\ \mathrm{s^{-1}}\). The barrier would vanish at 2.00 V, and the activated form loses its meaning before that.

## One pulse by hand

Let the voltage rise linearly from 0 to 1.42 V in 0.2 µs, stay there until 0.8 µs, and fall linearly to 0 at 1.0 µs. On the plateau the hazard is \(\lambda_p=4.6417\ \mathrm{\mu s^{-1}}\).

With a constant hazard, the waiting time is exponential, and it can be drawn as \(E/\lambda_p\), where \(E\) is a random number with \(P(E>y)=e^{-y}\). Read differently, the device switches when the accumulated product of rate and time reaches \(E\). This second reading still makes sense when the rate varies. The accumulated quantity is the integrated hazard

\[
\Lambda(t)=\int_0^t\lambda(V(t'))\,dt'.
\]

On the rising edge, \(V=V_pt/h\) with \(V_p=1.42\) V and \(h=0.2\) µs. Put \(x=V_p/V_s=35.70\). Then

\[
\Lambda(h)=\int_0^h\lambda_0e^{xt/h}dt=\frac{h}{x}\left(\lambda_0e^x-\lambda_0\right)\simeq\frac{h\lambda_p}{x}
=\frac{0.2\times4.6417}{35.70}=0.0260,
\]

because \(\lambda_0\) is negligible beside \(\lambda_p\). The plateau adds \(0.6\times4.6417=2.7850\). The falling edge mirrors the rising one and adds another 0.0260. The values of \(\Lambda\) at the four nodes are therefore 0, 0.0260, 2.8110 and 2.8370.

To obtain \(E\), draw \(U\) uniformly between 0 and 1 and set \(E=-\ln U\). This works because \(P(-\ln U>y)=P(U<e^{-y})=e^{-y}\). Three draws show the possible outcomes.

**\(U=0.30\).** Here \(E=1.2040\), which lies between 0.0260 and 2.8110, so switching occurs on the plateau. The edge has supplied 0.0260, and the rest accumulates at constant rate:

\[
t=0.2+\frac{1.2040-0.0260}{4.6417}=0.4538\ \mathrm{\mu s}.
\]

**\(U=0.98\).** Here \(E=0.0202\), less than 0.0260, so switching occurs on the rising edge. Near its top \(\Lambda(t)\simeq0.0260\,e^{x(t-h)/h}\). Setting this equal to \(E\) and taking logarithms gives

\[
t=0.2-\frac{0.2}{35.70}\ln\frac{0.0260}{0.0202}=0.1986\ \mathrm{\mu s}.
\]

**\(U=0.05\).** Here \(E=2.9957\), more than the final 2.8370. The device does not switch in this pulse. This outcome has probability \(e^{-2.8370}=0.0586\) and must be kept as a result. Discarding such draws and repeating them would replace the true law by the law conditional on switching.

## Why the rule gives the right law

Let \(S(t)\) be the probability that the device is still off at \(t\). To be off at \(t+dt\) it must be off at \(t\) and then fail to switch during \(dt\):

\[
S(t+dt)=S(t)\,[1-\lambda(V(t))\,dt]
\quad\Longrightarrow\quad
\frac{dS}{dt}=-\lambda(V(t))\,S.
\]

Dividing by \(S\) and integrating from \(S(0)=1\) gives \(\ln S=-\Lambda\), that is,

\[
S(t)=e^{-\Lambda(t)}.
\]

Now consider the time \(t_{sw}\) produced by the rule \(\Lambda(t_{sw})=E\). Since \(\lambda>0\), \(\Lambda\) increases strictly, so the solution is unique when it exists. The sampled time exceeds \(t\) precisely when the target has not been reached by \(t\):

\[
P(t_{sw}>t)=P(E>\Lambda(t))=e^{-\Lambda(t)}=S(t).
\]

The two laws agree at every \(t\) for any waveform with a finite integrated hazard. If the waveform ends at \(t_{end}\), the event \(E>\Lambda(t_{end})\) means "not switched" and has probability \(e^{-\Lambda(t_{end})}\).

One \(E\) serves one whole trial. If the waveform is not known in advance, for instance because a circuit computes it step by step, the simulation keeps the same \(E\) and accumulates \(\Lambda\) until it is reached.

## The algorithm for a piecewise linear waveform

Let the waveform have nodes \((t_k,V_k)\).

1. Wherever a segment changes sign, insert a node at its zero crossing. Then \(|V|\) is linear on every segment.

2. For a segment of length \(h\), let \(\lambda_k=\lambda(V_k)\) and \(x=(|V_{k+1}|-|V_k|)/V_s\). At a time \(s\) after the left node the hazard is \(\lambda_ke^{xs/h}\), so the hazard accumulated within the segment is

\[
\int_0^s\lambda_ke^{xs'/h}ds'=\frac{h\lambda_k}{x}\left(e^{xs/h}-1\right).
\]

Setting \(s=h\) gives the area of the full segment:

\[
\Delta\Lambda_k=h\lambda_k\frac{e^x-1}{x},\qquad \Delta\Lambda_k=h\lambda_k\ \text{ if }x=0.
\]

3. Form the cumulative sums \(\Lambda_k\), starting from \(\Lambda_0=0\).

4. Draw \(E=-\ln U\). If \(E\) exceeds the last sum, return "not switched". Otherwise find, by binary search, the segment with \(\Lambda_k<E\le\Lambda_{k+1}\).

5. Put \(u=E-\Lambda_k\) and solve for the time within the segment. From \(u=(h\lambda_k/x)(e^{xs/h}-1)\) we get \(e^{xs/h}=1+xu/(h\lambda_k)\), hence

\[
t_{sw}=t_k+\frac{h}{x}\ln\!\left(1+\frac{xu}{h\lambda_k}\right),\qquad
t_{sw}=t_k+\frac{u}{\lambda_k}\ \text{ if }x=0.
\]

The formula also holds on a falling segment. There \(x<0\), and \(u\le\Delta\Lambda_k\) keeps the argument of the logarithm at or above \(e^x>0\). For small \(|x|\), direct evaluation loses digits: \(e^x-1\) subtracts nearly equal numbers, and in \(\ln(1+y)\) the small \(y\) is rounded when it is added to 1. Both should be evaluated by functions made for small arguments, such as `expm1` and `log1p` in the program.

For \(N\) segments the table costs a number of operations proportional to \(N\), and each draw costs one search, proportional to \(\log N\). Apart from rounding, no time-step error enters.

## Smooth waveforms and their error

A smooth waveform is replaced by chords between nodes a time \(h\) apart. Let \(L(t)\) be the chord on one segment. At a fixed interior time \(t\), choose a constant \(C\) such that

\[
g(s)=V(s)-L(s)-C(s-t_k)(s-t_{k+1})
\]

vanishes at \(s=t\). It also vanishes at both nodes. With three zeros of \(g\), there are two of \(g'\) and one of \(g''\), at some point \(\xi\). Since \(L''=0\), this gives \(V''(\xi)=2C\). The product \((t-t_k)(t_{k+1}-t)\) is at most \(h^2/4\), so

\[
|V(t)-L(t)|\le\delta=\frac{h^2}{8}\max|V''|.
\]

Because \(\big||V|-|L|\big|\le|V-L|\), the true and tabulated hazards differ at each instant by a factor between \(e^{-\delta/V_s}\) and \(e^{\delta/V_s}\). Integration preserves these limits, so they hold for \(\Lambda(t)\) too. The relevant scale for \(\delta\) is \(V_s\), not the amplitude of the waveform.

This bounds the error in \(\Lambda\), not directly the error in time. A small error \(\Delta\Lambda\) shifts the time by about \(\Delta\Lambda/\lambda\), which can be large where the hazard is low. The share of events affected depends on the node spacing: in the bipolar burst below, about 2% of trials move by more than 100 ns with 10 ns nodes, and about 0.02% with 1 ns nodes.

## The exact law for a linear ramp

For \(V=rt\) with \(r>0\), one integral gives the whole distribution:

\[
\Lambda=\int_0^t\lambda_0e^{rt'/V_s}dt'=a\left(e^{V/V_s}-1\right),\qquad a=\frac{\lambda_0V_s}{r},
\]

\[
S(V)=\exp\!\left[-a\left(e^{V/V_s}-1\right)\right].
\]

At 1 V/µs, \(a=5.76\times10^{-17}\). At 1.50 V, for example, \(\Lambda=1.380\) and \(S=0.252\). At 1.35 V the survival probability is still 0.969, and at 1.55 V it is down to 0.008.

The median follows from \(\Lambda=\ln2\):

\[
V_{50}=V_s\ln\!\left(1+\frac{\ln2}{a}\right)=0.03977\times37.03=1.473\ \mathrm{V}.
\]

The mean is the integral of the survival probability. With \(y=V/V_s\) and then \(z=ae^y\), so that \(dy=dz/z\),

\[
\langle V\rangle=\int_0^\infty S\,dV
=V_se^a\int_a^\infty\frac{e^{-z}}{z}\,dz=V_se^aE_1(a)=1.464\ \mathrm{V},
\]

where \(E_1\) is the exponential integral.

**Fast ramp, \(a\ll1\).** Solving \(\Lambda=E\) gives \(V=V_s\ln(1+E/a)\), which becomes \(V\simeq V_s(\ln E-\ln a)\). The spread is then that of \(\ln E\). Its moments follow from \(\langle e^{q\ln E}\rangle=\int_0^\infty E^qe^{-E}dE=\Gamma(1+q)\). The second derivative of \(\ln\Gamma(1+q)\) at \(q=0\) is the variance, \(\sum_{n\ge1}1/n^2=\pi^2/6\). Thus

\[
\sigma_V\simeq\frac{\pi V_s}{\sqrt6}=51.0\ \mathrm{mV}.
\]

This spread does not depend on the ramp rate in this limit, provided the barrier remaining at the median is still several \(k_BT\). That barrier is 13.3 \(k_BT\) at 1 V/µs and falls by \(\ln10=2.3\) \(k_BT\) for each tenfold increase in rate, so at \(10^4\) V/µs only about 4 \(k_BT\) is left and the activated form is no longer reliable. The median, by contrast, does depend on the rate: since \(a\propto1/r\), a tenfold faster ramp raises it by \(V_s\ln10=91.6\) mV. The faster ramp leaves less time at each voltage, so a higher hazard is needed. The mean lies below the median because the distribution has its longer tail towards low voltage.

**Slow ramp, \(a\gg1\).** Now \(E/a\) is typically small, and \(V\simeq V_sE/a=rE/\lambda_0\), or \(t\simeq E/\lambda_0\). The device switches spontaneously before the voltage has changed its rate. The threshold is then exponentially distributed and says nothing about \(V_s\). For this example that would require \(r\ll6\times10^{-17}\) V/µs, far from any ramp of interest.

## Testing the sampler on the ramp

The ramp law was first compared with a numerical solution of \(dS/dV=-(\lambda/r)S\) at five voltages from 1.35 to 1.60 V. The largest difference in probability was \(1.1\times10^{-11}\).

The sampler was then given ramps up to 1.90 V, divided into 95 equal segments, with 200,000 draws at each rate. The measure of disagreement is the Kolmogorov distance, the largest difference between the sampled and exact cumulative probabilities. A correct sampler would exceed 0.0049 by chance about once in \(10^4\) trials.

- At 0.1 V/µs the exact median is 1.3810 V, the sampled one 1.3812 V, and the distance 0.0020.
- At 1 V/µs they are 1.4726 V, 1.4727 V and 0.0017.
- At 10 V/µs they are 1.5642 V, 1.5643 V and 0.0012.

All three pass. With the same nodes at 1 V/µs, but with the voltage held at its left value through each 20 ns step, the distance is 0.096 and the test fails clearly.

The size of that failure can be derived. Per step \(x=20/39.77=0.503\), and holding the left rate reduces each segment's area by the factor \(x/(e^x-1)\). At the nodes the voltage must therefore rise by an extra

\[
V_s\ln\frac{e^x-1}{x}=39.77\times0.262=10.4\ \mathrm{mV}
\]

to reach the same \(\Lambda\). Between nodes the held-rate \(\Lambda\) is a chord of a convex exponential and lies above it, which recovers on average about \(V_sx^2/12=0.8\) mV. The expected delay is 9.6 mV; the sampled mean shift is 9.7 mV. If switching is registered only at the end of a step, there is no such recovery, and rounding up to the next node adds half a step on average: \(10.4+10=20.4\) mV. This takes the switching probability in a step of length \(h\) as \(1-e^{-\lambda h}\), with \(\lambda\) the held rate. Using \(\lambda h\) itself, capped at 1, overstates that probability and reduces the delay to about 15 mV.

## A bipolar burst

A ramp crosses each voltage once. A more demanding waveform is

\[
V(t)=0.02\ \mathrm{V}+1.40\ \mathrm{V}\,\sin(2\pi t/1\ \mathrm{\mu s}),\qquad 0\le t\le3\ \mathrm{\mu s}.
\]

For 10 ns nodes the bound is \(\delta=(0.01)^2\times1.40\times(2\pi)^2/8=0.69\) mV, or \(\delta/V_s=0.0174\), which allows a relative error of 1.75% in \(\Lambda\). The actual error at the end of the burst, relative to quadrature of the true waveform, is 1.13%. At 5 ns it is 0.285%, about four times smaller, as expected from \(h^2\). At 1 ns it is 0.011%.

The total integrated hazard is 1.283, so the device stays off with probability \(e^{-1.283}=0.277\). In 100,000 draws with the 1 ns table, the fraction was 0.279.

These draws were also compared with thinning, a simulation that never inverts \(\Lambda\). It generates candidate events at a constant rate \(\lambda_{max}\), the hazard at 1.42 V, and keeps each with probability \(\lambda(V(t))/\lambda_{max}\). The chance of a kept event in \(dt\) is then \(\lambda\,dt\), and the first one is the switching time. The two sets of 100,000 trials differed by at most 0.0036 in cumulative probability on a 5 ns grid of times, below the limit of 0.0098.

The 20 mV offset has a large effect on polarity. At equal phase the voltage magnitudes in the positive and negative half-cycles differ by 40 mV, except near the zero crossings, where the hazard is negligible. The integrated hazards \(H_+\) and \(H_-\) therefore have the ratio \(e^{40/39.77}=2.73\). Their sum per period is \(1.283/3=0.428\), so \(H_+=0.313\) and \(H_-=0.115\). The positive half-cycle comes first, and the negative one acts only on devices that survived it:

\[
\frac{1-e^{-H_+}}{1-e^{-(H_++H_-)}}=\frac{0.269}{0.348}=0.773.
\]

This is the share of switching events at positive voltage. It is the same in each period, hence also for the burst. The sampler gives 0.773 and thinning 0.774.

## Beside a real selector

The parameters are round values chosen for the regime of an amorphous chalcogenide selector about 20 nm thick, with no particular composition implied. Thresholds of roughly one to a few volts are typical of such films, so a median of 1.47 V, or 0.74 MV/cm, is not unusual. The single activated event is a model of the statistics, not an established mechanism. Read literally, in a uniform field, \(p=0.65\) eV/V would mean one elementary charge moved through 13 nm of the film, so \(p\) is better taken as an effective parameter to be fitted to measured thresholds. Among the effects sized here, the assumption of room temperature matters most: at 85 °C, with \(\nu\), \(W_0\) and \(p\) held fixed, the median falls by 111 mV to 1.36 V. The reason follows from \(\Lambda=\ln2\) for \(a\ll1\):

\[
W_0-pV_{50}\simeq k_BT\ln\frac{\nu V_s}{r\ln2}=13.3\,k_BT=0.343\ \mathrm{eV}.
\]

A hotter device can cross a higher remaining barrier in the same time, so it needs less voltage.

The other estimates rest on rough assumed values:

- **Cell-to-cell variation.** A barrier spread of 20 meV shifts thresholds by \(20/0.65=31\) mV. Added in quadrature to 51.0 mV, it gives 59.6 mV for a population of cells. Such a barrier should be drawn once per cell, not once per trial.
- **Self-heating.** An off-current of 1 µA and a thermal resistance of 3 K/µW give 4.4 K at the median. Applied throughout the ramp, this lowers the median by 8 mV.
- **Circuit delay.** With 1 kΩ and 1 pF the device voltage lags the source by \(rRC=1\) mV. The 1 µA off-current drops another 1 mV across the resistor.
- **Barrier shape.** A barrier proportional to \((V_c-V)^{3/2}\), matched in value and slope at the median, narrows the 10–90% width from 123 to 119 mV.
- **Tunnelling.** The leading Wigner factor \(1+(h\nu/k_BT)^2/24=1.11\), with \(h\) here Planck's constant and \(\nu\) also taken as the barrier-top frequency, lowers the median by about 4 mV.

A real selector may also have different thresholds for the two polarities, which the modulus in the hazard excludes. In the bipolar burst, a negative threshold 40 mV lower in magnitude would reduce the share of switching events at positive voltage from 0.77 to 0.58.

Permanent breakdown, slow drift of the off state and incomplete recovery between pulses are not sized here. The last two make the hazard depend on history. If, given any earlier switching events, that history is fixed by the waveform until the next switching, the rule \(\Lambda(t)=E\) still holds with the modified hazard, provided that after each switching event, once the device is off again, \(\Lambda\) restarts from zero and a new \(E\) is drawn. The segment formulas carry over, with the modified rates at the nodes, only when the exponent of the hazard stays linear in time within each segment; otherwise \(\Lambda\) can be integrated numerically. The numerical output lists the parameters and most of the values quoted above.

## Numbers as computed

```
attempt rate 1.0e+13 1/s; barrier 1.30 eV; lowering 0.65 eV/V
temperature 300 K; kT 25.852 meV; Vs 39.772 mV
zero-voltage hazard 1.449e-09 1/s; barrier vanishes at 2.00 V
pulse nodes (us): [0.  0.2 0.8 1. ]  voltages (V): [0.   1.42 1.42 0.  ]
plateau hazard 4.6417 1/us
pulse cumulative hazard at nodes: [0.      0.026   2.81103 2.83703]
uniform 0.98: E = 0.02020, switches at 0.19859 us
uniform 0.30: E = 1.20397, switches at 0.45378 us
uniform 0.05: E = 2.99573, never switches in this pulse
pulse never-switched probability 0.05860
ramp rate 1.0 V/us; survival at [1.35 1.45 1.5  1.55 1.6 ] V:
   [0.96874 0.67536 0.25162 0.00782 0.     ]
largest difference from integrated survival equation 1.1e-11
a = 5.762e-17; mean 1.4642 V; standard deviation 51.01 mV
ramp samples 200000 per rate; Kolmogorov limit 0.00492
rate  0.1 V/us: median exact 1.3810 V, sampled 1.3812 V, distance 0.00203
rate  1.0 V/us: median exact 1.4726 V, sampled 1.4727 V, distance 0.00174
rate 10.0 V/us: median exact 1.5642 V, sampled 1.5643 V, distance 0.00121
median shift per decade of ramp rate 91.58 mV
sample-and-hold, 20 ns steps: distance 0.0961, mean shift 9.68 mV
burst: 1.40 V amplitude, 20 mV offset, period 1 us, length 3 us
burst cumulative hazard 1.28346; never-switched probability 0.27708
node spacing 10 ns: relative error 1.13e-02, bound 1.75e-02
node spacing 5 ns: relative error 2.85e-03, bound 4.35e-03
node spacing 1 ns: relative error 1.14e-04, bound 1.74e-04
burst trials 100000: sampler-thinning distance 0.00360, limit 0.00984
thinned events, distance from unit exponential 0.00218
sampled never-switched fraction 0.27862
switched events at positive voltage: sampler 0.7733, thinning 0.7737
film 20 nm: field at median 0.736 MV/cm; barrier there 0.3428 eV = 13.26 kT
self-heating (3 K/uW, 1 uA): 4.42 K, median shift -8.36 mV
use at 358.15 K: median 1.3620 V, shift -110.6 mV
RC lag (1 kohm, 1 pF): source-voltage shift 1.000 mV
10-90% width: linear barrier 122.67 mV, curved 119.09 mV; curved median shift 0.90 mV
cell barrier spread 20 meV: pooled deviation 59.57 mV (sampled 59.61 mV)
leading tunnelling factor 1.1066: median shift -4.03 mV
```
